\section*{Period of a Grating Coupler for a Forward Beam in Air}

\section*{Question}

A light wave is guided along $+x$ in a silicon layer whose upper surface carries a long, uniform grating of period $\Lambda$. The grating mode has effective index $n_{\rm eff}=2.80$ at the vacuum wavelength $\lambda=1550$ nm. Part of its light is to leave upwards into air at $10^\circ$ from the surface normal, in the first diffraction order.

The angle $\theta$ is positive when the beam is tilted forward, that is, when it has a component along $+x$. Fields vary in time as $e^{-i\omega t}$, and $k_0=2\pi/\lambda$. The guided wave therefore has the phase factor $e^{i\beta x}$ with $\beta=k_0n_{\rm eff}$. Until part (f), its loss is neglected.

\section*{(a) Derive the directions in which the grating can radiate into air.}

\textbf{Answer.} Place tooth number $j$ at $x=j\Lambda$. The guided wave reaches it with phase $\beta j\Lambda$, so each tooth is driven later in phase than the one before it.

Consider a distant observer in direction $\theta$. The unit vector towards the observer has $x$ component $\sin\theta$. Tooth $j$ is therefore nearer to the observer than tooth 0 by $j\Lambda\sin\theta$, and its wave gathers less phase on the way, by $k_0j\Lambda\sin\theta$. Relative to tooth 0, the wave from tooth $j$ arrives with phase
\begin{equation}
j\phi,\qquad \phi=\beta\Lambda-k_0\Lambda\sin\theta
=k_0\Lambda\,(n_{\rm eff}-\sin\theta).
\end{equation}
The waves from all the teeth add in phase when $\phi$ is a whole number $q$ of turns:
\begin{equation}
\frac{2\pi}{\lambda}\,\Lambda\,(n_{\rm eff}-\sin\theta)=2\pi q .
\end{equation}
Dividing by $2\pi\Lambda/\lambda$ and solving for the sine gives
\begin{equation}
\sin\theta=n_{\rm eff}-\frac{q\lambda}{\Lambda}.
\label{eq:law}
\end{equation}
A real angle needs $|\sin\theta|\le1$. Since $n_{\rm eff}>1$, the case $q=0$ gives no beam: without help from the grating, the guided wave varies too rapidly along $x$ to match a wave travelling in air. The grating removes $2\pi q/\Lambda$ from its wavenumber along $x$.

Equation~(\ref{eq:law}) fixes directions. How strongly each beam is excited depends on the shape of the teeth and on the layers around them.

\section*{(b) Find the period for the required beam. Compare it with the periods for $0^\circ$ and $-10^\circ$, holding $n_{\rm eff}$ fixed.}

\textbf{Answer.} With $q=1$, equation~(\ref{eq:law}) becomes $\lambda/\Lambda=n_{\rm eff}-\sin\theta$, so that
\begin{equation}
\Lambda=\frac{\lambda}{n_{\rm eff}-\sin\theta}.
\label{eq:period}
\end{equation}
For $\theta=+10^\circ$, $\sin\theta=0.17365$ and
\begin{equation}
\Lambda=\frac{1550\ \text{nm}}{2.80-0.17365}
=\frac{1550\ \text{nm}}{2.62635}=590.17\ \text{nm}.
\end{equation}
The required period is about 590 nm. The further digits are kept for the arithmetic below; an index given to two decimals does not justify them in a design.

At normal incidence on the air side, $\sin\theta=0$ and the period is $1550/2.80=553.57$ nm. For the backward beam, $\sin\theta=-0.17365$ and the period is $1550/2.97365=521.25$ nm. A forward beam needs the longest of the three periods because it keeps some forward wavenumber, so the grating has less to remove.

The vertical beam has a particular difficulty. Its period is $\lambda/n_{\rm eff}$, and order $q=2$ then has index $n_{\rm eff}-2n_{\rm eff}=-n_{\rm eff}$ along $x$. This matches the mode guided backwards, so the second order can reflect light into the input guide. Tilting the beam removes this exact match.

\section*{(c) The silicon lies on 2000 nm of oxide of index 1.444, above a silicon substrate of index 3.476. Which other orders can escape?}

\textbf{Answer.} Write $s_q=n_{\rm eff}-q\lambda/\Lambda$ for the index of order $q$ along $x$. In a medium of index $n$, its vertical wavenumber is
\begin{equation}
k_y=k_0\sqrt{n^2-s_q^2},
\end{equation}
because the squares of the two components must add to $(nk_0)^2$. The order propagates if $|s_q|<n$ and decays vertically if $|s_q|>n$. At the period found above,
\begin{equation}
s_0=2.80,\qquad s_1=0.17365,\qquad
s_2=2.80-2(2.62635)=-2.4527.
\end{equation}
Each further step in $q$ changes $s_q$ by $-2.62635$. All orders with $q\ge2$ thus have $s_q\le-2.4527$, and all with $q\le0$ have $s_q\ge2.80$. Only $q=1$ propagates in air or oxide. It can travel downwards as well as upwards.

Order 2 could propagate in the silicon substrate, since $2.4527<3.476$, but it must first tunnel through the oxide. Its amplitude there decays as $e^{-k_0y\sqrt{s_2^2-n_{\rm ox}^2}}$, where $y$ is the depth. Squaring the amplitude gives the exponential power factor across thickness $d$:
\begin{equation}
\exp\!\left(-\frac{4\pi d}{\lambda}\sqrt{s_2^2-n_{\rm ox}^2}\right)
=\exp(-16.21\times1.983)\approx1.1\times10^{-14}.
\end{equation}
Factors from the two interfaces are omitted. Order 0 decays faster still, as $|s_0|>|s_2|$. Both leaks are negligible here.

The separation of orders fails for a beam tilted strongly forward. Substituting $\lambda/\Lambda=n_{\rm eff}-\sin\theta$ gives $s_2=2\sin\theta-n_{\rm eff}$. This order starts to propagate in oxide when $s_2=-n_{\rm ox}$, or
\begin{equation}
\sin\theta=\frac{n_{\rm eff}-n_{\rm ox}}{2}
=\frac{2.80-1.444}{2}=0.678,
\end{equation}
which is $\theta\approx43^\circ$. The design at $10^\circ$ is far below this limit.

\section*{(d) A flat oxide layer is placed over the grating, with air above it. Does the formula for the period change?}

\textbf{Answer.} Inside the oxide the path difference is multiplied by $n_{\rm ox}$, so the condition for the first order is
\begin{equation}
n_{\rm ox}\sin\theta_{\rm ox}=n_{\rm eff}-\frac{\lambda}{\Lambda}.
\end{equation}
The oxide surface is flat and parallel to $x$. The wavenumber along $x$ is therefore the same on both sides of it, which gives $n_{\rm ox}\sin\theta_{\rm ox}=\sin\theta$. Substitution returns equation~(\ref{eq:period}). The angle inside the oxide is
\begin{equation}
\theta_{\rm ox}=\arcsin\frac{0.17365}{1.444}=6.91^\circ .
\end{equation}
The cover can change the value of $n_{\rm eff}$, but once the index of the covered grating is known, the formula is unchanged. If $10^\circ$ were instead the angle inside the oxide, $\sin\theta$ in air would be $1.444\times0.17365=0.2507$. The period would then be 608 nm and the air angle $14.5^\circ$.

\section*{A silicon grating for the remaining parts}

Take a 220 nm silicon layer with grooves etched 70 nm deep. Oxide fills the grooves, extends below the silicon and covers it to a height of 700 nm; air lies above. The indices 3.476 and 1.444 are rough values for silicon and oxide. The electric field is parallel to the grooves.

The two-dimensional wave equation for one period was solved numerically, with Fourier harmonics along $x$, finite differences vertically and absorbing layers at top and bottom. The lower oxide was treated as unlimited, so substrate reflection is left out. At $\Lambda=590.17$ nm, the tooth fraction was adjusted until the real mode index was 2.80. This gave a fraction of 0.87, with grooves about 74 nm wide.

The imaginary part of the mode index was $\kappa=0.00372$. Modes at 1540 and 1560 nm gave a group index $n_g=n_{\rm eff}-\lambda\,dn_{\rm eff}/d\lambda\approx3.75$. That calculation used a rough silicon index slope of $-8\times10^{-5}$ per nm and held the oxide index fixed. Halving the 10 nm mesh moved the mode index by $-0.0008$; raising the number of harmonics from 7 to 13 moved it by $+0.0006$. The leakage is also sensitive to these settings: in a finer calculation, with the tooth fraction readjusted to keep the index at 2.80, the fraction becomes 0.876, the grooves are about 73 nm wide, and $\kappa$ is about 5\% lower, near 0.0035. The decay length and beam width found in part (f) shift by a similar fraction, to about $3.5\times10^4$ nm and $0.41^\circ$.

\section*{(e) How does the beam move if the index is wrong by 0.01, or if the wavelength changes?}

\textbf{Answer.} At fixed $\lambda$ and $\Lambda$, differentiating equation~(\ref{eq:law}) with $q=1$ gives $\cos\theta\,d\theta=dn_{\rm eff}$. An index increase of 0.01 therefore turns the beam by
\begin{equation}
\Delta\theta\approx\frac{0.01}{\cos10^\circ}
=0.0102\ \text{rad}=0.58^\circ .
\end{equation}
To keep the angle at $10^\circ$ instead, the period must shrink by 2.24 nm, as equation~(\ref{eq:period}) gives with $n_{\rm eff}=2.81$.

For a change of wavelength at fixed $\Lambda$, the mode index also varies:
\begin{equation}
\cos\theta\frac{d\theta}{d\lambda}
=\frac{dn_{\rm eff}}{d\lambda}-\frac1\Lambda
=\frac{dn_{\rm eff}}{d\lambda}
-\frac{n_{\rm eff}-\sin\theta}{\lambda}.
\end{equation}
The second step uses equation~(\ref{eq:period}). Collecting the terms in $n_{\rm eff}$ into the group index,
\begin{equation}
\frac{d\theta}{d\lambda}
=-\frac{n_g-\sin\theta}{\lambda\cos\theta}
=-\frac{3.75-0.17}{1550\times0.9848}\ \text{rad/nm}
=-0.134^\circ/\text{nm}.
\end{equation}
A wavelength increase of 10 nm turns the beam back towards the normal by about $1.3^\circ$. The same device thus sends different wavelengths in different directions, which limits its bandwidth when the receiving fibre is fixed.

\section*{(f) The radiating mode loses power. Find its decay length and the angular width of the beam.}

\textbf{Answer.} Replacing $n_{\rm eff}$ by $n_{\rm eff}+i\kappa$ makes the amplitude fall as $e^{-k_0\kappa x}$ and the power as $e^{-2k_0\kappa x}$. The power reaches $1/e$ of its initial value after
\begin{equation}
L=\frac1{2k_0\kappa}=\frac{\lambda}{4\pi\kappa}
\approx3.3\times10^4\ \text{nm}.
\end{equation}

For a grating much longer than $L$, add the tooth waves as a geometric series. Let $a=k_0\kappa\Lambda$ and let $\delta=\phi-2\pi$ be the phase error between neighbouring teeth:
\begin{equation}
\left|\sum_{j=0}^{\infty}e^{j(i\delta-a)}\right|^2
=\frac1{|1-e^{i\delta-a}|^2}
\approx\frac1{\delta^2+a^2}.
\end{equation}
The approximation holds for small $\delta$ and $a$; here $a\approx0.009$. The intensity is half its maximum at $\delta=\pm a$. Since $\delta$ changes by $-k_0\Lambda$ per unit change of $\sin\theta$, these points lie at $\Delta(\sin\theta)=\pm\kappa$. The full width at half maximum is
\begin{equation}
\Delta\theta_{\rm FWHM}\approx\frac{2\kappa}{\cos\theta}
=\frac{0.00744}{0.9848}\ \text{rad}=0.43^\circ .
\end{equation}
This neglects the slow variation of a single tooth's emission across the narrow beam. Weaker leakage gives a longer source and a narrower beam. An index error of 0.01 moves the beam by more than this width.

\section*{(g) How close is this example to a practical coupler?}

\textbf{Answer.} The example radiates too slowly to suit a standard fibre: its decay length is about three times the width of a standard fibre mode, which is roughly $10^4$ nm. For a Gaussian mode of diameter $1.04\times10^4$ nm, the overlap along $x$ with an exponentially decaying beam is best, about 80\%, when $L\approx3.8\times10^3$ nm. The present $L$ is about nine times longer and gives about 30\%. A uniform coupler for such a fibre needs stronger leakage, for instance from wider grooves. These replace silicon by oxide and tend to lower the mode index. If the index fell by 0.1, the period for the same air angle would rise by about 23 nm. The gain from widening is limited. At this etch depth, without the substrate and with the period reset for $10^\circ$, $\kappa$ peaks near 0.022 for tooth fractions of 0.5 to 0.6, where $L\approx5.6\times10^3$ nm, and falls again for still wider grooves.

Fabrication and temperature matter too. In the numerical model, an etch 10 nm deeper turns the beam by $-0.64^\circ$ ($-0.62^\circ$ in the finer calculation) with the period and tooth fraction held fixed. Heating by 50 K turns it by $+0.52^\circ$, using a rough silicon index slope of $1.8\times10^{-4}$ per K and neglecting expansion and changes in the oxide. About 54\% of the radiated power goes upwards when substrate reflection is omitted. Including it changes both this share and the leakage, because the reflected wave interferes with the light sent upwards. The next values belong to the finer calculation with the tooth fraction held at 0.876, for which $\kappa\approx0.0035$ without the substrate. With the silicon substrate below 2000 nm of oxide, as in part (c), the share is about 72\% and $\kappa$ about 0.0045; the decay length is then about $2.8\times10^4$ nm and the beam width about $0.52^\circ$. The real index also falls by about 0.001; narrowing the grooves to restore 2.80 lowers $\kappa$ to about 0.0043. With 2200 nm of oxide, the share is only about 33\% and $\kappa$ about 0.0021. The oxide thickness is therefore part of the design. The period formula remains useful provided that $n_{\rm eff}$ is the index of the actual grating mode at its operating wavelength and temperature.
